**Midgap coupling through a bipartite bridge: path count against Green function**

The program tests that \(G(E)=(E-H)^{-1}\) vanishes at \(E=0\) between same-sublattice sites of a bridge with equally many A and B sites, A–B hopping only, equal site energies and no zero mode. Here \(H\) is the bridge Hamiltonian, \(t\) the hopping strength in the bridge, \(w\) that of the terminals, and \(E\) the energy. It asserts the block theorem on a random bridge, with and without disorder inside one sublattice, and compares closed forms and path sums with direct matrix inversion. For the hexagon the output shows a meta element of zero and a para element of −0.25 eV⁻¹, half the size of that of a single four-site chain. A ladder has eight paths for each of two pairs of corners, yet only one pair is coupled. Full diagonalization gives a para splitting of 0.01985 eV and no meta splitting. For an H6 ring in RHF/STO-3G, the meta element at midgap is 4.6% of the para element in size, and its zero lies 1.13 eV below midgap.

## Numerical check

```python
"""Result under test: for a bipartite bridge with equally many A and B sites,
A-B hopping only, equal site energies (zero) and no zero mode, the Green
function G(E) = (E - H)^(-1) vanishes at E = 0 between same-sublattice sites,
however many paths join them.
t: hopping strength in the bridge (H = -t on each bond), w: hopping strength
from a terminal to the bridge, E: energy. Energies in eV, G in 1/eV.
Hexagon sites are 0..5 in code and 1..6 in print: meta = 1,3 and para = 1,4.
A real H6 ring (restricted Hartree-Fock, STO-3G) shows what survives."""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from pyscf import gto, scf

t, w = 2.0, 0.2
hbar = constants.hbar / constants.e  # eV s


def bridge(n_sites, bonds, strength=t):
    H = np.zeros((n_sites, n_sites))
    for a, b in bonds:
        H[a, b] = H[b, a] = -strength
    return H


def green(H, E=0.0):
    return np.linalg.inv(E * np.eye(len(H)) - H)


def simple_paths(H, start, end):
    found, stack = [], [[start]]
    while stack:
        path = stack.pop()
        if path[-1] == end:
            found.append(path)
            continue
        for nxt in np.nonzero(H[path[-1]])[0]:
            if nxt not in path:
                stack.append(path + [int(nxt)])
    return sorted(found, key=len)


def path_terms(H, start, end, E):
    M = E * np.eye(len(H)) - H
    terms = []
    for path in simple_paths(H, start, end):
        rest = [s for s in range(len(H)) if s not in path]
        hops = np.prod([H[a, b] for a, b in zip(path[:-1], path[1:])])
        rest_det = np.linalg.det(M[np.ix_(rest, rest)]) if rest else 1.0
        terms.append(hops * rest_det / np.linalg.det(M))
    return np.array(terms)


def with_terminals(H, i, j, link):
    n = len(H)
    full = np.zeros((n + 2, n + 2))
    full[:n, :n] = H
    full[n, i] = full[i, n] = full[n + 1, j] = full[j, n + 1] = -link
    return full


def splitting(H):
    levels = np.linalg.eigvalsh(H)
    pair = levels[np.argsort(abs(levels))[:2]]
    return abs(pair[0] - pair[1])


def show(label, value, unit="", digits=5):
    value = round(float(value), digits) + 0.0
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# General block theorem, with random hoppings and disorder
rng = np.random.default_rng(4)
h = rng.normal(size=(4, 4)) + 4 * np.eye(4)
zero = np.zeros((4, 4))
U = rng.normal(size=(4, 4))
U = U + U.T
bare = green(np.block([[zero, h], [h.T, zero]]))
assert np.max(abs(bare[:4, :4])) < 1e-12
assert np.max(abs(bare[4:, 4:])) < 1e-12
A_disorder = green(np.block([[U, h], [h.T, zero]]))
assert np.max(abs(A_disorder[:4, :4])) < 1e-11
assert np.max(abs(A_disorder[4:, 4:])) > 1e-3
B_disorder = green(np.block([[zero, h], [h.T, U]]))
assert np.allclose(B_disorder[:4, :4], bare[:4, 4:] @ U @ bare[4:, :4],
                   atol=1e-11)

# Hexagon: direct inverse against closed forms
ring_bonds = [(s, (s + 1) % 6) for s in range(6)]
ring = bridge(6, ring_bonds)
for E in (-1.5, -0.3, 0.0, 0.7, 1.8, 3.1):
    G = green(ring, E)
    den = (E**2 - 4 * t**2) * (E**2 - t**2)
    assert np.isclose(G[0, 1], -t * (E**2 - 2 * t**2) / den, atol=1e-12)
    assert np.isclose(G[0, 2], t**2 * E / den, atol=1e-12)
    assert np.isclose(G[0, 3], -2 * t**3 / den, atol=1e-12)
    assert np.isclose(G[0, 2] / G[0, 3], -E / (2 * t), atol=1e-12)
G0 = green(ring)
print(f"Model: t = {t} eV, w = {w} eV")
show("Hexagon midgap G ortho (1,2)", G0[0, 1], "1/eV")
show("Hexagon midgap G meta (1,3)", G0[0, 2], "1/eV")
show("Hexagon midgap G para (1,4)", G0[0, 3], "1/eV")

# Path by path, and level by level
meta_mid = path_terms(ring, 0, 2, 0.0)
para_mid = path_terms(ring, 0, 3, 0.0)
assert len(meta_mid) == 2 and np.max(abs(meta_mid)) < 1e-12
assert np.isclose(para_mid.sum(), G0[0, 3])
E_off = 0.2
meta_off = path_terms(ring, 0, 2, E_off)
assert np.isclose(meta_off.sum(), green(ring, E_off)[0, 2])
assert meta_off[0] * meta_off[1] < 0
show("Meta midgap, short path alone", meta_mid[0], "1/eV")
show("Meta midgap, long path alone", meta_mid[1], "1/eV")
show("Para midgap, each path", para_mid[0], "1/eV")
assert np.isclose(para_mid[0], para_mid[1])
show(f"Meta at E = {E_off} eV, short path", meta_off[0], "1/eV")
show(f"Meta at E = {E_off} eV, long path", meta_off[1], "1/eV")
show(f"Meta at E = {E_off} eV, total", meta_off.sum(), "1/eV")
levels, states = np.linalg.eigh(ring)
for name, site in (("meta", 2), ("para", 3)):
    parts = states[0] * states[site] / (0.0 - levels)
    low, high = parts[:3].sum(), parts[3:].sum()
    assert np.isclose(low + high, G0[0, site], atol=1e-12)
    show(f"{name}: sum over lower three levels", low, "1/eV")
    show(f"{name}: sum over upper three levels", high, "1/eV")

# Number of paths against coupling strength
chain = bridge(4, [(0, 1), (1, 2), (2, 3)])
cut_mid = bridge(6, [b for b in ring_bonds if b != (4, 5)])
cut_outer = bridge(6, [b for b in ring_bonds if b != (3, 4)])
G_chain = green(chain)[0, 3]
G_cut_mid, G_cut_outer = green(cut_mid)[0, 3], green(cut_outer)[0, 3]
assert len(simple_paths(chain, 0, 3)) == 1
assert np.isclose(abs(G_chain), 2 * abs(G0[0, 3]))
assert abs(G_cut_mid) < 1e-12 and np.isclose(abs(G_cut_outer), 1 / t)
det_ratio = abs(np.linalg.det(ring / t) / np.linalg.det(chain / t))
assert np.isclose(det_ratio, 4)
show("Four-site chain, one path, G end to end", G_chain, "1/eV")
show("Determinant ratio ring/chain (hopping units)", det_ratio, "", 2)
show("Para G, middle bond of second arm cut", G_cut_mid, "1/eV")
show("Para G, outer bond of second arm cut", G_cut_outer, "1/eV")

ladder_bonds = [(r * 4 + c, r * 4 + c + 1) for r in (0, 1) for c in range(3)]
ladder_bonds += [(c, c + 4) for c in range(4)]
ladder = bridge(8, ladder_bonds)
G_ladder = green(ladder)
n_same = len(simple_paths(ladder, 0, 7))
n_opposite = len(simple_paths(ladder, 0, 3))
assert n_same == n_opposite and n_same > 2
assert abs(G_ladder[0, 7]) < 1e-12 and abs(G_ladder[0, 3]) > 0.1
assert np.max(abs(path_terms(ladder, 0, 7, 0.0))) < 1e-12
for end in (3, 7):
    assert np.isclose(path_terms(ladder, 0, end, 0.37).sum(),
                      green(ladder, 0.37)[0, end])
print(f"Ladder paths: same sublattice {n_same}, opposite {n_opposite}")
show("Ladder midgap G, same sublattice", G_ladder[0, 7], "1/eV")
show("Ladder midgap G, opposite sublattice", G_ladder[0, 3], "1/eV")

# Terminal levels by full diagonalization
def para_formula(link):
    return (link**2 / t) / (1 + 3 * link**2 / (4 * t**2))


para_full = with_terminals(ring, 0, 3, w)
meta_full = with_terminals(ring, 0, 2, w)
split_para, split_meta = splitting(para_full), splitting(meta_full)
errors = [abs(splitting(with_terminals(ring, 0, 3, x)) - para_formula(x))
          for x in (0.2, 0.1)]
assert 56 < errors[0] / errors[1] < 70  # sixth power of w
for link in (0.2, 1.0, 3.0):
    spectrum = np.linalg.eigvalsh(with_terminals(ring, 0, 2, link))
    assert np.sum(abs(spectrum) < 1e-11) == 2
split_chain = splitting(with_terminals(chain, 0, 3, w))
assert split_chain > 1.9 * split_para
show("Para splitting, lowest order w^2/t", w**2 / t, "eV", 6)
show("Para splitting, renormalized formula", para_formula(w), "eV", 6)
show("Para splitting, full diagonalization", split_para, "eV", 6)
show("Meta splitting, full diagonalization", split_meta, "eV", 6)
show("Chain splitting, full diagonalization", split_chain, "eV", 6)


def transfer(H, times):
    e, v = np.linalg.eigh(H)
    phases = np.exp(-1j * np.outer(times, e) / hbar)
    return abs(phases @ (v[-1] * v[-2]))**2


t_transfer = np.pi * hbar / split_para
p_para = transfer(para_full, np.array([t_transfer]))[0]
p_meta = transfer(meta_full, np.linspace(0, 10 * t_transfer, 20001)).max()
assert p_para > 0.95 and p_meta < 1e-3
show("Para transfer time", t_transfer * 1e15, "fs", 2)
show("Para transfer probability at that time", p_para, "", 4)
print(f"Meta largest probability in ten such times: {p_meta:.2e}")

# Where the conditions fail
three = bridge(3, [(0, 1), (1, 2)])
E_small = 1e-3
G_three = green(three, E_small)[0, 2]
assert np.isclose(G_three * E_small, -0.5, atol=1e-5)
show(f"Three-site chain end-to-end G at {E_small} eV", G_three, "1/eV", 2)
u = 0.4
shifted = ring.copy()
shifted[1, 1] = u
G_shifted = green(shifted)[0, 2]
assert np.isclose(G_shifted, u / (4 * t**2))
show(f"Meta midgap G with {u} eV on site 2", G_shifted, "1/eV")
same_shift = ring.copy()
same_shift[4, 4] = u
assert abs(green(same_shift)[0, 2]) < 1e-12

# Real hexagon of hydrogen atoms: Fock matrix in Loewdin orbitals
side = 1.0  # angstrom; equals the circumradius of a regular hexagon
atoms = [("H", (side * np.cos(k * np.pi / 3), side * np.sin(k * np.pi / 3), 0))
         for k in range(6)]
mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
hartree = constants.physical_constants["Hartree energy in eV"][0]
s, V = np.linalg.eigh(mol.intor("int1e_ovlp"))
S_half_inv = V @ np.diag(s**-0.5) @ V.T
F = S_half_inv @ mf.get_fock() @ S_half_inv * hartree
f = F[0, :4]
for a in range(6):
    for b in range(6):
        d = min((a - b) % 6, (b - a) % 6)
        assert abs(F[a, b] - f[d]) < 1e-4  # limited by SCF convergence
eps = np.linalg.eigvalsh(F)
assert np.allclose(eps, np.sort(mf.mo_energy) * hartree, atol=1e-4)
assert abs(eps[1] - eps[2]) < 1e-3 and abs(eps[3] - eps[4]) < 1e-3
assert eps[0] < eps[1] - 0.1 and eps[2] < eps[3] and eps[4] < eps[5] - 0.1
bottom = np.ones(6) / np.sqrt(6)
top = np.array([1, -1, 1, -1, 1, -1]) / np.sqrt(6)
assert np.isclose(bottom @ F @ bottom, eps[0], atol=1e-4)
assert np.isclose(top @ F @ top, eps[5], atol=1e-4)
mid = (eps[2] + eps[3]) / 2
assert np.isclose(mid, f[0] - f[2], atol=1e-3)
G_H6 = green(F, mid)
meta_formula = f[2] / ((2 * f[1] + f[3])**2 - 9 * f[2]**2)
assert np.isclose(G_H6[0, 2], meta_formula, atol=1e-5)
assert abs(G_H6[0, 2]) < 0.3 * abs(G_H6[0, 3])
F_bipartite = F.copy()
for a in range(6):
    F_bipartite[a, (a + 2) % 6] = F_bipartite[a, (a - 2) % 6] = 0.0
assert abs(green(F_bipartite, f[0])[0, 2]) < 1e-5
margin = 0.01 * (eps[3] - eps[2])
inside = np.linspace(eps[2] + margin, eps[3] - margin, 400)
meta_curve = np.array([green(F, E)[0, 2] for E in inside])
assert np.all(np.diff(meta_curve) > 0)
E_zero = brentq(lambda E: green(F, E)[0, 2], inside[0], inside[-1])
assert abs(green(F, E_zero)[0, 3]) > 1e-3
print(f"H6 ring, side {side} angstrom, RHF/STO-3G")
for d in range(4):
    show(f"H6 matrix element f{d}", f[d], "eV", 3)
print("H6 levels (eV): " + " ".join(f"{x:.3f}" for x in eps))
show("H6 midgap energy", mid, "eV", 3)
show("H6 midgap G meta", G_H6[0, 2], "1/eV")
show("H6 midgap G para", G_H6[0, 3], "1/eV")
show("H6 midgap |meta/para|", abs(G_H6[0, 2] / G_H6[0, 3]), "", 4)
show("H6 energy of meta zero", E_zero, "eV", 3)
show("H6 meta zero relative to midgap", E_zero - mid, "eV", 3)
show("H6 G para at the meta zero", green(F, E_zero)[0, 3], "1/eV")
print("done: every assertion held")
```

It prints:

```
Model: t = 2.0 eV, w = 0.2 eV
Hexagon midgap G ortho (1,2): 0.25000 1/eV
Hexagon midgap G meta (1,3): 0.00000 1/eV
Hexagon midgap G para (1,4): -0.25000 1/eV
Meta midgap, short path alone: 0.00000 1/eV
Meta midgap, long path alone: 0.00000 1/eV
Para midgap, each path: -0.12500 1/eV
Meta at E = 0.2 eV, short path: 0.02544 1/eV
Meta at E = 0.2 eV, long path: -0.01279 1/eV
Meta at E = 0.2 eV, total: 0.01266 1/eV
meta: sum over lower three levels: -0.04167 1/eV
meta: sum over upper three levels: 0.04167 1/eV
para: sum over lower three levels: -0.12500 1/eV
para: sum over upper three levels: -0.12500 1/eV
Four-site chain, one path, G end to end: -0.50000 1/eV
Determinant ratio ring/chain (hopping units): 4.00
Para G, middle bond of second arm cut: 0.00000 1/eV
Para G, outer bond of second arm cut: -0.50000 1/eV
Ladder paths: same sublattice 8, opposite 8
Ladder midgap G, same sublattice: 0.00000 1/eV
Ladder midgap G, opposite sublattice: 0.50000 1/eV
Para splitting, lowest order w^2/t: 0.020000 eV
Para splitting, renormalized formula: 0.019851 eV
Para splitting, full diagonalization: 0.019852 eV
Meta splitting, full diagonalization: 0.000000 eV
Chain splitting, full diagonalization: 0.039227 eV
Para transfer time: 104.16 fs
Para transfer probability at that time: 0.9964
Meta largest probability in ten such times: 9.33e-05
Three-site chain end-to-end G at 0.001 eV: -500.00 1/eV
Meta midgap G with 0.4 eV on site 2: 0.02500 1/eV
H6 ring, side 1.0 angstrom, RHF/STO-3G
H6 matrix element f0: 1.754 eV
H6 matrix element f1: -12.113 eV
H6 matrix element f2: 1.089 eV
H6 matrix element f3: 0.008 eV
H6 levels (eV): -20.286 -11.456 -11.456 12.786 12.786 28.148
H6 midgap energy: 0.665 eV
H6 midgap G meta: 0.00189 1/eV
H6 midgap G para: -0.04098 1/eV
H6 midgap |meta/para|: 0.0461
H6 energy of meta zero: -0.463 eV
H6 meta zero relative to midgap: -1.128 eV
H6 G para at the meta zero: -0.04125 1/eV
done: every assertion held
```
